# Kutzelnigg's Commutator and the Pair Equation without the Coulomb Singularity: verification in Python

```python
"""Test of [T1+T2, r12/2] = -1/r12 + U12 and of the regularized pair equation.

U12 = -(1/2) (r1-r2)/r12 . (grad1-grad2).  With Fock operator F, exchange
operator K and projector Q onto virtual pairs, the first-order pair function
u = Q (r12/2)|ii> + w obeys
    (F1+F2-2 eps) w = -Q y,   y = (U12 - [K1+K2, r12/2]) |ii>.
The second-order energy from this equation is compared with the ordinary sum
over virtual pairs for the 1s^2 pair of helium.  Hartree atomic units.
Pair functions are expanded as sum_l f_l(r1,r2) P_l(cos theta12).
"""
import numpy as np
import sympy as sp
from scipy.constants import value
from scipy.special import eval_genlaguerre, gammaln, zeta

# ---------- commutator by symbolic differentiation ----------
X = sp.symbols("x1 y1 z1 x2 y2 z2", real=True)
R12 = sp.sqrt(sum((X[i] - X[i + 3])**2 for i in range(3)))


def kinetic(f):
    return -sum(sp.diff(f, q, 2) for q in X) / 2


def commutator(g, f):
    return kinetic(g * f) - g * kinetic(f)


def u12(f):
    return -sum((X[i] - X[i + 3]) * (sp.diff(f, X[i]) - sp.diff(f, X[i + 3]))
                for i in range(3)) / (2 * R12)


point = dict(zip(X, [0.3, -0.2, 0.5, -0.4, 0.7, 0.1]))
len1 = sp.sqrt(X[0]**2 + X[1]**2 + X[2]**2)
len2 = sp.sqrt(X[3]**2 + X[4]**2 + X[5]**2)
trial = sp.exp(-1.7 * len1 - 0.9 * len2) * (1 + X[0] * X[5])
lhs = float(commutator(R12 / 2, trial).subs(point))
coul_part = float((-trial / R12).subs(point))
u_part = float(u12(trial).subs(point))
assert abs(lhs - coul_part - u_part) < 1e-10
print(f"[T,r12/2]f at test point: {lhs:.8f} a.u.")
print(f"-f/r12 = {coul_part:.8f}, U12 f = {u_part:.8f} a.u.")

# odd pair function z1-z2: r12/4 cancels f/r12, r12/2 does not
odd = X[2] - X[5]
odd_quarter = float((commutator(R12 / 4, odd) + odd / R12).subs(point))
odd_half = float((commutator(R12 / 2, odd) + odd / R12).subs(point))
assert abs(odd_quarter) < 1e-12 and abs(odd_half) > 0.1
print(f"odd pair, residual with r12/2: {odd_half:.6f} a.u.")
print(f"odd pair, residual with r12/4: {abs(odd_quarter):.1e} a.u.")


# ---------- U12 is not a bounded operator ----------
def u_norm_ratio(a):
    """||U12 f||/||f|| for f = exp(-a r1^2 - a r2^2), 6D Gauss-Hermite."""
    x, w = np.polynomial.hermite.hermgauss(4)
    pts = np.array(np.meshgrid(*[x] * 6, indexing="ij")).reshape(6, -1)
    wts = np.prod(np.array(np.meshgrid(*[w] * 6, indexing="ij")), axis=0)
    pts = pts / np.sqrt(2 * a)
    wts = wts.ravel()
    sep = pts[:3] - pts[3:]
    dist = np.maximum(np.sqrt((sep**2).sum(0)), 1e-100)
    grad_diff = -2 * a * pts[:3] + 2 * a * pts[3:]
    uf = -0.5 * (sep * grad_diff).sum(0) / dist
    return np.sqrt((wts * uf**2).sum() / wts.sum())


ratios = [u_norm_ratio(a) for a in (1.0, 100.0)]
assert abs(ratios[1] / ratios[0] - 10) < 1e-8
assert abs(ratios[0] - np.sqrt(1.5)) < 1e-8
print(f"||U12 f||/||f||, Gaussian exponent 1: {ratios[0]:.4f} a.u.")
print(f"||U12 f||/||f||, Gaussian exponent 100: {ratios[1]:.4f} a.u.")

# ---------- radial basis and quadrature ----------
Z, N, LMAX = 2.0, 28, 8


def radial_basis(l, r):
    """Orthonormal Laguerre functions (times r) and their derivatives."""
    n = np.arange(N).reshape((N,) + (1,) * r.ndim)
    expo = 2.2 + 0.8 * l
    x, a = 2 * expo * r, 2.0 * l + 2.0
    norm = np.exp(0.5 * (np.log(2 * expo) + gammaln(n + 1)
                         - gammaln(n + a + 1)))
    env = norm * x**l * np.exp(-x / 2)
    lag = eval_genlaguerre(n, a, x)
    low = eval_genlaguerre(np.maximum(n - 1, 0), a + 1, x) * (n > 0)
    return env * x * lag, 2 * expo * env * ((l + 1 - x / 2) * lag - x * low)


# larger radius r, smaller radius q = r t
s, ws = np.polynomial.legendre.leggauss(200)
s = (s + 1) / 2
r, wr = 50 * s**2, ws * 50 * s
t, wt = np.polynomial.legendre.leggauss(64)
t, wt = (t + 1) / 2, wt / 2
rc = r[:, None]
q = rc * t
W = (wr * r)[:, None] * wt


def pair_matrix(chi_r, chi_q, f):
    """<ab|f> for a symmetric f(r1,r2) given on r1 > r2."""
    half = chi_r @ np.einsum("ij,bij->bi", W * f, chi_q).T
    return half + half.T


def one_electron(l, chi, dchi):
    kin = 0.5 * (dchi * wr) @ dchi.T
    kin += 0.5 * l * (l + 1) * (chi * wr / r**2) @ chi.T
    return kin, -Z * (chi * wr / r) @ chi.T


def coulomb_exchange(l, chi_r, chi_q, p_r, p_q):
    outer = (W / rc * p_q**2).sum(1)
    inner = W / rc * p_r[:, None]**2
    jmat = (chi_r * outer) @ chi_r.T
    jmat += (chi_q * inner).reshape(N, -1) @ chi_q.reshape(N, -1).T
    kern = t**l / rc * p_r[:, None] * p_q
    return jmat, pair_matrix(chi_r, chi_q, kern) / (2 * l + 1)


# ---------- Hartree-Fock orbital of helium ----------
chi0, dchi0 = radial_basis(0, r)
chi0q, dchi0q = radial_basis(0, q)
assert np.abs((chi0 * wr) @ chi0.T - np.eye(N)).max() < 1e-8
kin0, nuc0 = one_electron(0, chi0, dchi0)
orb = np.linalg.eigh(kin0 + nuc0)[1][:, 0]
eps, change = 0.0, 1.0
for _ in range(200):
    P, Pq = orb @ chi0, np.tensordot(orb, chi0q, 1)
    J0, K0 = coulomb_exchange(0, chi0, chi0q, P, Pq)
    levels, vecs = np.linalg.eigh(kin0 + nuc0 + 2 * J0 - K0)
    change, eps, orb = abs(levels[0] - eps), levels[0], vecs[:, 0]
    if change < 1e-12:
        break
assert change < 1e-10
P, Pq = orb @ chi0, np.tensordot(orb, chi0q, 1)
dP, dPq = orb @ dchi0, np.tensordot(orb, dchi0q, 1)
J0, K0 = coulomb_exchange(0, chi0, chi0q, P, Pq)
kap, kapq = (K0 @ orb) @ chi0, np.tensordot(K0 @ orb, chi0q, 1)
t_exp = 2 * orb @ kin0 @ orb
e_hf = eps + orb @ (kin0 + nuc0) @ orb
assert abs(e_hf + t_exp) < 1e-6          # virial theorem
print(f"He Hartree-Fock energy: {e_hf:.6f} hartree")
print(f"He 1s orbital energy: {eps:.6f} hartree")
print(f"kinetic energy <T1+T2>: {t_exp:.6f} hartree")


# ---------- behaviour near coalescence ----------
def phi_and_slope(radius):
    c, d = radial_basis(0, np.array([radius]))
    p, dp = (orb @ c)[0], (orb @ d)[0]
    root = np.sqrt(4 * np.pi)
    return p / radius / root, (dp - p / radius) / radius / root


direction = np.array([1.0, 0.0, 1.0]) / np.sqrt(2)
u_near = []
print("midpoint 0.7 bohr from nucleus: r12/bohr, Phi/r12, U12 Phi (a.u.)")
for sep in (0.1, 0.01, 0.001):
    a = np.array([0, 0, 0.7]) + sep / 2 * direction
    b = np.array([0, 0, 0.7]) - sep / 2 * direction
    ra, rb = np.linalg.norm(a), np.linalg.norm(b)
    (fa, ga), (fb, gb) = phi_and_slope(ra), phi_and_slope(rb)
    u_val = -0.5 * direction @ (ga * fb * a / ra - fa * gb * b / rb)
    u_near.append(u_val)
    print(f"  {sep:.3f}  {fa * fb / sep:.5f}  {u_val:.3e}")
assert abs(u_near[2]) < 0.02 * abs(u_near[0])

# ---------- both pair equations, partial wave by partial wave ----------
Pc, kc = P[:, None], kap[:, None]
slope_r, slope_q = dP[:, None] - Pc / rc, dPq - Pq / q
conv, regular, relax_ex = [], [], []
sum_ru = sum_rx = norm_u = norm_c = no_ex = 0.0
for l in range(LMAX + 1):
    chi, dchi = (chi0, dchi0) if l == 0 else radial_basis(l, r)
    chiq = chi0q if l == 0 else radial_basis(l, q)[0]
    kin, nuc = one_electron(l, chi, dchi)
    J, K = coulomb_exchange(l, chi, chiq, P, Pq)
    e, V = np.linalg.eigh(kin + nuc + 2 * J - K)
    nf = 1 / np.sqrt(2 * l + 1)
    r12_l = rc * (t**(l + 2) / (2 * l + 3) - t**l / (2 * l - 1))
    d_out = (l - 1) * t**l / (2 * l - 1) - (l + 1) * t**(l + 2) / (2 * l + 3)
    d_in = (l + 2) * t**(l + 1) / (2 * l + 3) - l * t**(l - 1.0) / (2 * l - 1)
    f_g = nf * t**l / rc * Pc * Pq                         # 1/r12 |ii>
    f_r = nf * 0.5 * r12_l * Pc * Pq                       # r12/2 |ii>
    f_u = -nf * 0.5 * (d_out * slope_r * Pq + d_in * Pc * slope_q)
    f_x = nf * 0.5 * r12_l * (kc * Pq + Pc * kapq)         # r12/2 (K1+K2)|ii>
    G, R, U, XK = [V.T @ pair_matrix(chi, chiq, f) @ V
                   for f in (f_g, f_r, f_u, f_x)]
    Kv = V.T @ K @ V
    KR = Kv @ R + R @ Kv                                   # (K1+K2) r12/2 |ii>
    Y = U + XK - KR
    v = slice(1 if l == 0 else 0, None)                    # virtual orbitals
    gap = e[v][:, None] + e[v][None, :] - 2 * eps
    conv.append(-(G[v, v]**2 / gap).sum())
    relax = -(Y[v, v]**2 / gap).sum()
    exch = -(R[v, v] * KR[v, v]).sum()
    relax_ex.append(relax + exch)
    local = 2 * (W * f_r * (f_g + f_u + f_x)).sum()
    no_ex -= (U[v, v]**2 / gap).sum()
    if l == 0:
        def occupied_part(m):
            return 2 * (R[0] * m[0]).sum() - R[0, 0] * m[0, 0]
        proj = occupied_part(G + U + XK)
        no_ex += 0.5 + 0.75 - occupied_part(G + U)
        local -= proj
        mean_g, mean_u = G[0, 0], U[0, 0]
    regular.append(local + relax + exch)
    sum_ru += 2 * (W * f_r * f_u).sum()
    sum_rx += 2 * (W * f_r * f_x).sum()
    norm_u += 2 * (W * f_u**2).sum()
    norm_c += ((KR - XK)**2).sum()
conv, regular, relax_ex = map(np.array, (conv, regular, relax_ex))

# hermitian part of U12 is 1/r12
assert abs(mean_g - mean_u) < 1e-6
print(f"<1/r12> = {mean_g:.6f}, <U12> = {mean_u:.6f} hartree")
# closed forms against partial-wave sums
r2 = (wr * P**2 * r**2).sum()
closed_x = 0.5 * ((wr * P * kap * r**2).sum() + r2 * (wr * P * kap).sum())
assert abs(sum_ru - 0.75) < 1e-5
assert abs(sum_rx - closed_x) < 1e-5
print(f"<(r12/2) U12>, summed over l: {sum_ru:.6f} a.u.")
print(f"<(r12^2/4)(J1+J2)>: closed {closed_x:.6f}, sum {sum_rx:.6f} a.u.")
assert norm_u < t_exp and np.sqrt(norm_c) < 1.0
print(f"||U12 Phi||^2 = {norm_u:.6f} a.u.")
print(f"||[K1+K2,r12/2] Phi|| = {np.sqrt(norm_c):.6f} a.u.")

# the two equations agree in every partial wave
assert np.abs(conv - regular).max() < 1e-5
assert np.abs(conv / regular - 1)[:6].max() < 0.05
closed = 0.5 + 0.75 + closed_x - proj
cum_conv = np.cumsum(conv)
cum_r12 = closed + np.cumsum(relax_ex)
print("l, E2 wave l: ordinary, rewritten; sums to l: ordinary, R12 (mEh)")
for l in range(LMAX + 1):
    print(f"  {l} {1e3 * conv[l]:10.4f} {1e3 * regular[l]:10.4f}"
          f" {1e3 * cum_conv[l]:10.4f} {1e3 * cum_r12[l]:10.4f}")
tail = conv[-1] * (LMAX + 0.5)**4 * zeta(4, LMAX + 1.5)
e2 = cum_r12[-1]
assert abs(cum_conv[-1] + tail - e2) < 2e-5
assert abs(cum_r12[3] - e2) < 0.1 * abs(cum_conv[3] - e2)
step = np.log(5.5 / 4.5)
p_conv = np.log(conv[4] / conv[5]) / step
p_r12 = np.log(relax_ex[4] / relax_ex[5]) / step
assert 3.3 < p_conv < 4.7 and p_r12 > p_conv + 2
assert abs(no_ex - e2) > abs(cum_conv[-1] + tail - e2)
print(f"closed-form part with l=0 projection: {1e3 * closed:.4f} mEh")
print(f"decay power of increments, l=4 to 5, ordinary: {p_conv:.2f}")
print(f"decay power of increments, l=4 to 5, R12: {p_r12:.2f}")
print(f"estimated ordinary tail beyond l={LMAX}: {1e3 * tail:.4f} mEh")
print(f"ordinary sum plus tail: {1e3 * (cum_conv[-1] + tail):.4f} mEh")
print(f"R12 without exchange commutator: {1e3 * no_ex:.4f} mEh")
print(f"E2 from rewritten equation: {1e3 * e2:.4f} mEh")
print(f"E2 converted: {e2 * value('Hartree energy in eV'):.5f} eV")
print("success")
```

Running it gives:

```
[T,r12/2]f at test point: 0.04600077 a.u.
-f/r12 = -0.14388035, U12 f = 0.18988112 a.u.
odd pair, residual with r12/2: -0.331042 a.u.
odd pair, residual with r12/4: 2.1e-17 a.u.
||U12 f||/||f||, Gaussian exponent 1: 1.2247 a.u.
||U12 f||/||f||, Gaussian exponent 100: 12.2474 a.u.
He Hartree-Fock energy: -2.861680 hartree
He 1s orbital energy: -0.917956 hartree
kinetic energy <T1+T2>: 2.861680 hartree
midpoint 0.7 bohr from nucleus: r12/bohr, Phi/r12, U12 Phi (a.u.)
  0.100  1.34800  7.240e-03
  0.010  13.51581  7.222e-04
  0.001  135.16163  7.222e-05
<1/r12> = 1.025769, <U12> = 1.025769 hartree
<(r12/2) U12>, summed over l: 0.749999 a.u.
<(r12^2/4)(J1+J2)>: closed 1.012958, sum 1.012957 a.u.
||U12 Phi||^2 = 1.273404 a.u.
||[K1+K2,r12/2] Phi|| = 0.315376 a.u.
l, E2 wave l: ordinary, rewritten; sums to l: ordinary, R12 (mEh)
  0   -13.4969   -13.4978   -13.4969    56.1454
  1   -18.9789   -18.9800   -32.4758   -36.0135
  2    -3.1930    -3.1938   -35.6688   -37.2674
  3    -0.9327    -0.9333   -36.6015   -37.3602
  4    -0.3616    -0.3622   -36.9631   -37.3735
  5    -0.1673    -0.1678   -37.1304   -37.3763
  6    -0.0874    -0.0878   -37.2178   -37.3771
  7    -0.0499    -0.0502   -37.2677   -37.3773
  8    -0.0304    -0.0307   -37.2981   -37.3774
closed-form part with l=0 projection: 63.9799 mEh
decay power of increments, l=4 to 5, ordinary: 3.84
decay power of increments, l=4 to 5, R12: 7.77
estimated ordinary tail beyond l=8: -0.0722 mEh
ordinary sum plus tail: -37.3703 mEh
R12 without exchange commutator: -36.3195 mEh
E2 from rewritten equation: -37.3774 mEh
E2 converted: -1.01709 eV
success
```
